# Allen-Dynes critical temperatures of lead and aluminium, and their sensitivity to μ*: test program

```python
# Result under test: the Allen-Dynes critical temperature
#   Tc = f1 f2 (wlog/1.2) exp(-1.04 (1+lam) / (lam - mu (1+0.62 lam)))
# for lead and aluminium, and its response to a change of mu.
# lam: electron-phonon coupling; mu: Coulomb pseudopotential mu*;
# wlog: logarithmic mean phonon frequency; w2: root-mean-square frequency;
# ratio = w2/wlog; f1, f2: strong-coupling and spectral-shape factors.
# Frequencies and temperatures are in kelvin (hbar*omega/k_B).
# Independent road: the linearized isotropic Eliashberg equations, solved on
# Matsubara frequencies for the model spectrum a2F = lam (w/wtop)^2, w < wtop.
# The pseudopotential mu refers to the frequency scale wtop.
import numpy as np
from scipy.constants import k, physical_constants
from scipy.linalg import eigh, eigvalsh
from scipy.optimize import brentq

HARTREE = physical_constants["Hartree energy"][0]


def denominator(lam, mu):
    return lam - mu * (1 + 0.62 * lam)


def tc_bare(lam, wlog, mu):
    return wlog / 1.2 * np.exp(-1.04 * (1 + lam) / denominator(lam, mu))


def scale1(mu):
    return 2.46 * (1 + 3.8 * mu)


def scale2(mu, ratio):
    return 1.82 * (1 + 6.3 * mu) * ratio


def factor1(lam, mu):
    return (1 + (lam / scale1(mu)) ** 1.5) ** (1 / 3)


def factor2(lam, mu, ratio):
    return 1 + (ratio - 1) * lam**2 / (lam**2 + scale2(mu, ratio) ** 2)


def tc_full(lam, wlog, mu, ratio):
    return factor1(lam, mu) * factor2(lam, mu, ratio) * tc_bare(lam, wlog, mu)


# Gauss-Legendre nodes and weights on the interval (0, 1)
nodes, weights = np.polynomial.legendre.leggauss(400)
nodes, weights = (nodes + 1) / 2, weights / 2


def eliashberg_tc(lam, wlog, mu, size, guess):
    """Temperature at which the largest pairing eigenvalue crosses zero."""
    wtop = wlog * np.exp(0.5)
    w = wtop * nodes
    a2f = lam * nodes**2
    m = np.arange(size)
    difference = np.abs(m[:, None] - m[None, :])
    total = m[:, None] + m[None, :] + 1

    def largest(temp):
        nu = 2 * np.pi * temp * np.arange(2 * size)
        coupling = (2 * a2f * w * wtop * weights) @ (
            1 / (w[:, None] ** 2 + nu[None, :] ** 2))
        cutoff = 2 * np.pi * temp * size
        mu_cut = 1 / (1 / mu - np.log(cutoff / wtop))
        matrix = coupling[difference] + coupling[total] - 2 * mu_cut
        partial = np.concatenate(([0.0], np.cumsum(coupling[1:size])))
        matrix[m, m] -= 2 * m + 1 + coupling[0] + 2 * partial
        return eigvalsh(matrix, subset_by_index=[size - 1, size - 1])[0]

    return brentq(largest, 0.5 * guess, 2 * guess, xtol=1e-5)


# Spectral averages from their definitions against the closed forms
ratio = np.sqrt(np.e / 2)
spectral_weight = 2 * nodes**2 / nodes * weights
log_mean = np.exp(spectral_weight @ np.log(nodes))
rms_mean = np.sqrt(spectral_weight @ nodes**2)
assert abs(spectral_weight.sum() - 1) < 1e-10
assert abs(log_mean - np.exp(-0.5)) < 1e-6
assert abs(rms_mean / log_mean - ratio) < 1e-6

# Lead
lam_pb, wlog_pb, mu0 = 1.55, 56.0, 0.10
bare_pb = tc_bare(lam_pb, wlog_pb, mu0)
f1_pb = factor1(lam_pb, mu0)
f2_pb = factor2(lam_pb, mu0, ratio)
full_pb = tc_full(lam_pb, wlog_pb, mu0, ratio)
full_pb_12 = tc_full(lam_pb, wlog_pb, 0.12, ratio)
eli_pb = eliashberg_tc(lam_pb, wlog_pb, mu0, 128, full_pb)
eli_pb_small = eliashberg_tc(lam_pb, wlog_pb, mu0, 64, full_pb)
eli_pb_12 = eliashberg_tc(lam_pb, wlog_pb, 0.12, 128, full_pb_12)
change_pb = full_pb_12 / full_pb - 1
change_eli_pb = eli_pb_12 / eli_pb - 1
assert abs(eli_pb_small / eli_pb - 1) < 0.01
# The formula is a fit, so agreement to about ten percent is what it offers
assert abs(full_pb / eli_pb - 1) < 0.12
assert abs(full_pb - eli_pb) < abs(bare_pb - eli_pb)
assert f1_pb - 1 > f2_pb - 1 > 0
assert -0.10 < change_pb < 0 and -0.10 < change_eli_pb < 0

# Very strong coupling: saturation of the bare formula, growth of the full one
ceiling_pb = wlog_pb / 1.2 * np.exp(-1.04 / (1 - 0.62 * mu0))
assert abs(tc_bare(1e8, wlog_pb, mu0) / ceiling_pb - 1) < 1e-6
m = np.arange(80)
gap = np.abs(m[:, None] - m[None, :]).astype(float)
np.fill_diagonal(gap, np.inf)
strong = 1 / gap**2 + 1 / (m[:, None] + m[None, :] + 1.0) ** 2
inverse_squares = np.concatenate(([0.0], np.cumsum(1 / m[1:] ** 2.0)))
strong[m, m] -= 2 * inverse_squares
top = eigh(strong, np.diag(2.0 * m + 1), eigvals_only=True)[-1]
coef_exact = np.sqrt(top) / (2 * np.pi)
coef_formula = tc_full(1e8, 1.0, 0.0, ratio) / (ratio * np.sqrt(1e8))
assert abs(coef_formula / coef_exact - 1) < 0.05

# Aluminium
lam_al, wlog_al = 0.4, 300.0
mus = (0.08, 0.10, 0.12)
bare_al = [tc_bare(lam_al, wlog_al, mu) for mu in mus]
full_al = [tc_full(lam_al, wlog_al, mu, ratio) for mu in mus]
eli_al = [eliashberg_tc(lam_al, wlog_al, mu, 800, guess)
          for mu, guess in zip(mus, full_al)]
eli_al_small = eliashberg_tc(lam_al, wlog_al, mu0, 400, full_al[1])
assert abs(eli_al_small / eli_al[1] - 1) < 0.03
# A few percent of an exponent near five is a sizeable part of Tc
assert abs(full_al[1] / eli_al[1] - 1) < 0.25
factors_al = factor1(lam_al, mu0) * factor2(lam_al, mu0, ratio)
assert 0 < factors_al - 1 < 0.03
for values in (bare_al, full_al, eli_al):
    assert 0.2 < values[0] / values[1] - 1 < 0.7
    assert 0.2 < 1 - values[2] / values[1] < 0.7


# Sensitivity formulas against direct evaluation and finite differences
def slope(lam, mu):
    return (-1.04 * (1 + lam) * (1 + 0.62 * lam)
            / denominator(lam, mu) ** 2)


for lam, wlog in ((lam_pb, wlog_pb), (lam_al, wlog_al)):
    h = 1e-5
    numeric = (np.log(tc_bare(lam, wlog, mu0 + h))
               - np.log(tc_bare(lam, wlog, mu0 - h))) / (2 * h)
    assert abs(numeric / slope(lam, mu0) - 1) < 1e-6
    for mu in (0.08, 0.12):
        log_change = (-1.04 * (1 + lam) * (1 + 0.62 * lam) * (mu - mu0)
                      / (denominator(lam, mu0) * denominator(lam, mu)))
        direct = np.log(tc_bare(lam, wlog, mu) / tc_bare(lam, wlog, mu0))
        assert abs(log_change - direct) < 1e-10


def show(label, value, digits, unit=""):
    print(f"{label} = {value:.{digits}f} {unit}".rstrip())


show("Pb lambda", lam_pb, 2)
show("Pb omega_log", wlog_pb, 1, "K")
show("mu* (both metals)", mu0, 2)
show("omega_2/omega_log", ratio, 4)
show("Pb omega_2", ratio * wlog_pb, 2, "K")
show("Pb omega_top", np.exp(0.5) * wlog_pb, 2, "K")
show("Pb denominator D", denominator(lam_pb, mu0), 4)
show("Pb exponent", -1.04 * (1 + lam_pb) / denominator(lam_pb, mu0), 4)
show("Pb prefactor omega_log/1.2", wlog_pb / 1.2, 3, "K")
show("Pb Tc without f1, f2", bare_pb, 3, "K")
show("Pb Lambda1", scale1(mu0), 4)
show("Pb f1", f1_pb, 4)
show("Pb Lambda2", scale2(mu0, ratio), 4)
show("Pb f2", f2_pb, 4)
show("Pb f1*f2", f1_pb * f2_pb, 4)
show("Pb Tc with f1 only", f1_pb * bare_pb, 3, "K")
show("Pb Tc with f2 only", f2_pb * bare_pb, 3, "K")
show("Pb Tc with f1 and f2", full_pb, 3, "K")
show("Pb k_B Tc, full", k * full_pb / HARTREE * 1e6, 2, "microhartree")
for r in (1.0, 1.3):
    show(f"Pb f2 at omega_2/omega_log {r}", factor2(lam_pb, mu0, r), 4)
    show(f"Pb full Tc at omega_2/omega_log {r}",
         tc_full(lam_pb, wlog_pb, mu0, r), 3, "K")
show("Pb Tc, Eliashberg", eli_pb, 2, "K")
show("Pb full Tc at mu* 0.12", full_pb_12, 3, "K")
show("Pb change, mu* 0.10 to 0.12", 100 * change_pb, 1, "%")
show("Pb same change, Eliashberg", 100 * change_eli_pb, 1, "%")
show("Pb bare Tc ceiling, lambda to infinity", ceiling_pb, 2, "K")
show("Tc/(omega_2 sqrt(lambda)), Eliashberg limit", coef_exact, 4)
show("Tc/(omega_2 sqrt(lambda)), formula limit", coef_formula, 4)
show("Al lambda", lam_al, 1)
show("Al omega_log", wlog_al, 0, "K")
show("Al prefactor omega_log/1.2", wlog_al / 1.2, 1, "K")
show("Al f1 at mu* 0.10", factor1(lam_al, mu0), 4)
show("Al f2 at mu* 0.10", factor2(lam_al, mu0, ratio), 4)
for i, mu in enumerate(mus):
    d = denominator(lam_al, mu)
    print(f"Al mu* {mu:.2f}: D = {d:.5f}, "
          f"exponent = {-1.04 * (1 + lam_al) / d:.4f}")
    print(f"  Tc bare {bare_al[i]:.3f} K, full {full_al[i]:.3f} K, "
          f"Eliashberg {eli_al[i]:.2f} K")
show("Al k_B Tc, full, mu* 0.10", k * full_al[1] / HARTREE * 1e6, 2,
     "microhartree")
for i, target in ((0, "0.08"), (2, "0.12")):
    changes = [100 * (v[i] / v[1] - 1) for v in (bare_al, full_al, eli_al)]
    print(f"Al change, mu* 0.10 to {target}: bare {changes[0]:.1f} %, "
          f"full {changes[1]:.1f} %, Eliashberg {changes[2]:.1f} %")
show("Al d ln Tc/d mu*, bare", slope(lam_al, mu0), 2)
show("Pb d ln Tc/d mu*, bare", slope(lam_pb, mu0), 2)
show("Al linear estimate for +0.02", 100 * 0.02 * slope(lam_al, mu0), 1, "%")
show("Pb linear estimate for +0.02", 100 * 0.02 * slope(lam_pb, mu0), 1, "%")
print("no test failed")
```

Output:

```
Pb lambda = 1.55
Pb omega_log = 56.0 K
mu* (both metals) = 0.10
omega_2/omega_log = 1.1658
Pb omega_2 = 65.29 K
Pb omega_top = 92.33 K
Pb denominator D = 1.3539
Pb exponent = -1.9588
Pb prefactor omega_log/1.2 = 46.667 K
Pb Tc without f1, f2 = 6.581 K
Pb Lambda1 = 3.3948
Pb f1 = 1.0938
Pb Lambda2 = 3.4585
Pb f2 = 1.0277
Pb f1*f2 = 1.1241
Pb Tc with f1 only = 7.199 K
Pb Tc with f2 only = 6.764 K
Pb Tc with f1 and f2 = 7.398 K
Pb k_B Tc, full = 23.43 microhartree
Pb f2 at omega_2/omega_log 1.0 = 1.0000
Pb full Tc at omega_2/omega_log 1.0 = 7.199 K
Pb f2 at omega_2/omega_log 1.3 = 1.0417
Pb full Tc at omega_2/omega_log 1.3 = 7.499 K
Pb Tc, Eliashberg = 7.56 K
Pb full Tc at mu* 0.12 = 6.914 K
Pb change, mu* 0.10 to 0.12 = -6.6 %
Pb same change, Eliashberg = -7.0 %
Pb bare Tc ceiling, lambda to infinity = 15.40 K
Tc/(omega_2 sqrt(lambda)), Eliashberg limit = 0.1827
Tc/(omega_2 sqrt(lambda)), formula limit = 0.1878
Al lambda = 0.4
Al omega_log = 300 K
Al prefactor omega_log/1.2 = 250.0 K
Al f1 at mu* 0.10 = 1.0133
Al f2 at mu* 0.10 = 1.0022
Al mu* 0.08: D = 0.30016, exponent = -4.8507
  Tc bare 1.956 K, full 1.989 K, Eliashberg 1.88 K
Al mu* 0.10: D = 0.27520, exponent = -5.2907
  Tc bare 1.260 K, full 1.279 K, Eliashberg 1.21 K
Al mu* 0.12: D = 0.25024, exponent = -5.8184
  Tc bare 0.743 K, full 0.754 K, Eliashberg 0.74 K
Al k_B Tc, full, mu* 0.10 = 4.05 microhartree
Al change, mu* 0.10 to 0.08: bare 55.3 %, full 55.5 %, Eliashberg 54.8 %
Al change, mu* 0.10 to 0.12: bare -41.0 %, full -41.1 %, Eliashberg -39.3 %
Al d ln Tc/d mu*, bare = -23.99
Pb d ln Tc/d mu*, bare = -2.84
Al linear estimate for +0.02 = -48.0 %
Pb linear estimate for +0.02 = -5.7 %
no test failed
```
